# Parallel Thermal Admittances of a Thin Buried Heater

## 1. What dimensions and symmetry fix

Let a planar heater release heat at angular frequency \(\omega\) into a half-space of conductivity \(k\) and heat capacity per volume \(c\). The admittance \(Y\) is the flux entering the medium divided by the heater temperature, in W/(m² K). With uniform heating and no length in the problem, \(Y\propto k^\alpha c^\beta\omega^\gamma\). Since J = W s, matching watts, metres and seconds gives

\[
\alpha+\beta=1,\qquad \alpha+3\beta=2,\qquad \beta-\gamma=0 .
\]

Hence \(\alpha=\beta=\gamma=\tfrac12\) and \(Y\propto\sqrt{kc\,\omega}\). The material enters through its effusivity \(e=\sqrt{kc}\).

With a second medium on the other side, reflection in the heater plane exchanges the media but leaves the heater temperature unchanged. The response must therefore be symmetric in the two media. Symmetry alone would allow many combinations; a common temperature and energy conservation select the sum \(Y_1+Y_2\). With uniform heating of two half-spaces, one heater thus measures only the sum of the two effusivities, and one side must be known before the other can be found.

For a strip of finite width, this addition holds separately for each lateral wavenumber. It does not hold in general for width-averaged responses.

## 2. Heat balance at the heater

Side 1 is above and side 2 below. Temperatures are complex amplitudes multiplying \(e^{i\omega t}\), measured from the unheated state. Conduction obeys Fourier's law, the media are isotropic and laterally uniform, and their properties are constant. The frequency is that of the heat: a current at frequency \(f_I\) produces heat at \(2f_I\), plus a steady part equal to the oscillating amplitude.

Let \(z\) point downward and let the heater occupy \(0<z<d\), with heat capacity \(C_h\) per volume and total areal power \(q\). For uniform heating, integrating the energy equation over the thickness gives

\[
i\omega C_h\int_0^d T\,dz=q+J(0)-J(d).
\]

Here \(J\) is the downward flux. If the temperature is nearly uniform across the metal, the flux into side 2 is \(J(d)=Y_2T\), and that into side 1 is \(-J(0)=Y_1T\). Therefore

\[
T=\frac{q}{Y_1+Y_2+i\omega C_hd}.
\]

The drop across metal of conductivity \(k_h\) is at most about \(|Y_1+Y_2|d/k_h\) relative to \(T\), which must be small.

**Half-space.** Consider a lateral variation \(e^{i\kappa x}\) and, at distance \(\zeta\) from the heater, a decay \(e^{-p\zeta}\). The heat equation gives \(k(p^2-\kappa^2)=i\omega c\), so

\[
p=\sqrt{\kappa^2+i\omega/D},\qquad D=k/c,\qquad Y=kp .
\]

The root has positive real part, so that the wave decays. At \(\kappa=0\), \(Y=e\sqrt{i\omega}\).

**Finite layer.** With an insulated back at \(\zeta=L\), the temperature is \(T\cosh[p(L-\zeta)]/\cosh(pL)\). With an isothermal back, sinh replaces cosh. Evaluating \(-k\,dT/d\zeta\) at \(\zeta=0\) gives

\[
Y_{\rm ins}=kp\tanh(pL),\qquad Y_{\rm iso}=kp\coth(pL).
\]

**Contact resistance.** A resistance \(R\) adds a temperature drop \(JR\) to the drop \(J/Y\) in the medium, where \(J\) now denotes the flux into that side. Hence \(1/Y'=1/Y+R\). The corrected \(Y'\) replaces \(Y\) in the sum.

## 3. What uniform heating can determine

For two half-spaces with perfect contacts,

\[
T=\frac{q}{(e_1+e_2)\sqrt{i\omega}+i\omega C_hd}.
\]

Replacing \(e_1,e_2\) by \(e_1+\delta,e_2-\delta\), with both still positive, leaves this signal unchanged at every frequency. More frequencies reduce noise but do not separate the sides. Of the heat entering the media, side 1 receives the fraction \(e_1/(e_1+e_2)\).

Finite layers add frequency dependence that can carry more information. It still enters through \(Y_1+Y_2\), so exchanging the complete upper and lower stacks never changes the signal.

## 4. Strip of finite width

Let a strip of half-width \(b\) release power \(P'\) per length, uniformly over \(|x|<b\). Neglect its heat capacity and lateral conduction, and take perfect contacts. The Fourier transform of the source is

\[
\int_{-b}^{b}\frac{P'}{2b}e^{-i\kappa x}dx
=P'\,\frac{\sin\kappa b}{\kappa b}.
\]

Each component is divided by \(Y_s=Y_1+Y_2\). Averaging the resulting temperature over the strip supplies a second factor \(\sin(\kappa b)/(\kappa b)\). The inverse transform carries \(1/(2\pi)\), and the integrand is even, so

\[
\bar T=\frac{P'}{\pi}\int_0^\infty
\frac{S(\kappa b)}{Y_s(\kappa,\omega)}\,d\kappa,
\qquad S(v)=\left(\frac{\sin v}{v}\right)^2 .
\]

### Wide limit and its edge correction

Put \(\kappa=v/b\) and let \(b\) grow at fixed frequency. Since \(\operatorname{Re}Y_s\) increases with \(\kappa\), \(1/Y_s\) stays bounded and the limit may be taken inside the integral. With \(\int_0^\infty S\,dv=\pi/2\),

\[
\bar T\to\frac{P'}{2bE\sqrt{i\omega}},\qquad E=e_1+e_2 .
\]

This requires \(b\) to be much larger than the thermal depth \(\sqrt{D_j/\omega}\) on both sides.

The first edge correction is simple when both diffusivities equal \(D\). Then \(Y_s=K\sqrt{\kappa^2+p_0^2}\), where \(K=k_1+k_2\) and \(p_0=\sqrt{i\omega/D}\). Subtract the wide limit and write \(\sin^2\kappa b=(1-\cos2\kappa b)/2\). The cosine part is exponentially small for large \(|p_0|b\). The rest, with \(\kappa=p_0t\), is

\[
\frac{\delta\bar T}{P'}=-\frac{1}{2\pi b^2Kp_0^2}
\int_0^\infty\frac{1-(1+t^2)^{-1/2}}{t^2}\,dt .
\]

Setting \(t=\sinh y\) turns the integral into \(\int_0^\infty dy/(1+\cosh y)=1\). Thus

\[
\frac{\bar T}{P'}\simeq\frac{1}{2bKp_0}\left(1-\frac{1}{\pi p_0b}\right),
\qquad
\frac{P'}{2b\bar T}\simeq Kp_0+\frac{K}{\pi b}.
\]

The edges add a real admittance \(K/(\pi b)\), which raises the apparent \(E\). For unequal diffusivities this term is used below as an estimate.

### Narrow limit

Now put \(\kappa=\sqrt\omega\,u\). Then \(Y_s=\sqrt\omega F(u)\), where

\[
F(u)=k_1\sqrt{u^2+i/D_1}+k_2\sqrt{u^2+i/D_2}.
\]

The factors \(\sqrt\omega\) cancel, leaving frequency only in \(S(b\sqrt\omega u)\). Because \(\partial S/\partial\ln\omega=(u/2)\,\partial S/\partial u\),

\[
\frac{d\bar T}{d\ln\omega}
=\frac{P'}{2\pi}\int_0^\infty
\frac{u}{F(u)}\frac{\partial S(b\sqrt\omega u)}{\partial u}\,du .
\]

Change to \(v=b\sqrt\omega u\). As \(b\sqrt\omega\to0\), any fixed \(v>0\) corresponds to large \(u\), where \(u/F(u)\to1/K\). This ratio is bounded by \(1/K\) in magnitude, and \(S'(v)\) is absolutely integrable. The remaining integral is \(S(\infty)-S(0)=-1\), so

\[
\frac{d\bar T}{d\ln\omega}\to-\frac{P'}{2\pi(k_1+k_2)} .
\]

The limit is real, so it is read from the in-phase temperature. It needs \(b\ll\sqrt{D_j/\omega}\) on both sides, but no equality of diffusivities. The media must also remain thick compared with those depths, and the line must be long compared with them.

A fixed, non-uniform power distribution gives the same limiting slope. Its normalized transform is still 1 at \(\kappa=0\), and that value fixes the endpoint of the integral. The distribution can shift the temperature by a constant.

## 5. Why averaged responses do not simply add

Define the one-sided responses and the true response per unit line power:

\[
R_j=\frac1\pi\int_0^\infty\frac{S(\kappa b)}{Y_j}d\kappa,\qquad
R=\frac1\pi\int_0^\infty\frac{S(\kappa b)}{Y_1+Y_2}d\kappa .
\]

For a real positive Laplace variable \(s\) in place of \(i\omega\), all \(Y_j\) are positive. Put \(A=1/Y_1\) and \(B=1/Y_2\). The expression \(\theta^2A+(1-\theta)^2B\) is least when \(\theta A=(1-\theta)B\), that is, at \(\theta=B/(A+B)\). Its value there is

\[
\frac{B^2A+A^2B}{(A+B)^2}=\frac{AB}{A+B}=\frac1{Y_1+Y_2}.
\]

The minimizing \(\theta\) is the share of heat entering side 1. Allowing a different \(\theta\) for each \(\kappa\) cannot give a larger average than imposing one common value. Hence

\[
R\le\min_\theta\left[\theta^2R_1+(1-\theta)^2R_2\right]
=\frac{R_1R_2}{R_1+R_2}.
\]

Equality requires \(Y_2/Y_1\) to be independent of \(\kappa\), which means \(D_1=D_2\). Otherwise heat divides differently at different wavenumbers. This ordering is for real \(s\); periodic heating requires the complex integrals.

## 6. Worked example

The parameters are round, rough values in the regime of a metal film heater on glass under a soft polymer.

| Quantity | Polymer, side 1 | Glass, side 2 |
|---|---:|---:|
| \(k\), W/(m K) | 0.20 | 1.10 |
| \(c\), J/(cm³ K) | 1.6 | 1.7 |
| \(e\), W s\(^{1/2}\)/(m² K) | 565.7 | 1367 |

Thus \(K=1.30\) W/(m K) and \(E=1933\) W s\(^{1/2}\)/(m² K). The metal is 100 nm thick, with \(k_h=100\) W/(m K) and \(C_h=2.5\) J/(cm³ K).

A 5 µm line, with \(P'=1\) W/m, is heated at 10 and 100 Hz. At 100 Hz the depths \(\sqrt{D_j/\omega}\) are about 14 and 32 µm, well above \(b=2.5\) µm. A pad 1000 µm wide, modelled like the line as an infinitely long strip, with \(q=1\) W/cm², is heated at 1 kHz, where the depths are about 4.5 and 10 µm.

The noise-free signals come from a two-dimensional finite-volume solution on a graded grid. It includes the metal's heat capacity and lateral conduction, with perfect contacts and outer boundaries 12 glass depths away.

**Conductivity.** The in-phase line temperatures are 1.0595 and 0.7778 K. Integrating the narrow-limit slope between the frequencies gives

\[
K=\frac{P'\ln(100/10)}{2\pi(1.0595-0.7778)\,\mathrm K}
\approx1.301\ \mathrm{W/(m\,K)} .
\]

Subtracting the glass leaves \(k_1\approx0.201\) W/(m K), about 0.5% above the input.

**Effusivity.** The pad amplitude is 64.46 mK at phase \(-45.17^\circ\). Since \(q=10^4\) W/m², the measured admittance is \(1.551\times10^5\) W/(m² K) at phase \(+45.17^\circ\). The metal contributes \(\omega C_hd=1571\) W/(m² K) along the imaginary axis. Subtracting it gives

\[
E=\frac{|q/T-i\omega C_hd|}{\sqrt\omega}
\approx1943\ \mathrm{W\,s^{1/2}/(m^2\,K)} .
\]

Then \(e_1\approx576\) W s\(^{1/2}\)/(m² K), 1.8% high, and

\[
c_1=\frac{e_1^2}{k_1}\approx1.65\ \mathrm{J/(cm^3\,K)},
\]

3.1% high. Most of this bias comes from the pad edges. Quadrature of the strip integral puts their effect at 0.395% of \(E\); multiplication by \(E/e_1=3.42\) makes it 1.35% of \(e_1\).

The estimate \(K/(\pi b)=1.301/(\pi\times5\times10^{-4})\approx828\) W/(m² K) allows a correction. Subtracting it from the real part of the measured admittance as well gives \(E\approx1936\), hence \(e_1\approx568\) W s\(^{1/2}\)/(m² K). The bias in \(e_1\) falls to about 0.5%. Of this remainder, about 0.3% comes from lateral conduction in the metal near the edges and about 0.1% is grid error. Without grid error the biases are about 1.7% in \(e_1\) and 2.9% in \(c_1\) before the correction, and about 0.35% in \(e_1\) after it. The grid also leaves both line temperatures about 0.6 mK high; this common offset cancels from the slope and leaves \(K\) unchanged at the digits shown. A square pad 1000 µm on a side has twice the edge length per area: its edge effect is about 0.79% of \(E\), or 2.7% of \(e_1\), and the correction must be doubled.

## 7. Error amplification and remaining ambiguity

Differentiating \(k_1=K-k_2\) gives

\[
\frac{\delta k_1}{k_1}
=\frac{K}{k_1}\frac{\delta K}{K}
-\frac{k_2}{k_1}\frac{\delta k_2}{k_2}.
\]

The factors are 6.5 and 5.5. Independent 1% uncertainties in \(K\) and \(k_2\) therefore give \(\sqrt{6.5^2+5.5^2}\,\%=8.5\%\) in \(k_1\). The same algebra for effusivity has factors 3.42 and 2.42, and gives 4.2%. At fixed relative errors, a less conductive known side reduces the amplification in \(k_1\).

Errors in \(k_1\) and \(e_1\) should not be treated as independent when \(e_2=\sqrt{k_2c_2}\) uses the same \(k_2\). With \(K\), \(E\) and \(c_2\) fixed, raising \(k_2\) by 1% lowers \(k_1\) by 5.5% and \(e_1\) by about 1.2%. To first order, \(c_1\) then rises by \(5.5-2(1.2)\approx3.1\%\).

For the line, \(R\) differs from \(R_1R_2/(R_1+R_2)\) by 1.1% at 10 Hz and 1.3% at 100 Hz, in complex magnitude relative to the latter. Adding separately averaged admittances would introduce this error; the slope method does not use that addition.

Equal \(K\) and \(E\) still do not make all strip signals identical. At large \(\kappa\), expansion of the square roots gives

\[
Y_s\simeq K\kappa+\frac{i\omega(c_1+c_2)}{2\kappa},
\]

so the sum of heat capacities also enters. Replace both media by one with \(k=K/2\) and \(e=E/2\). Over 26 frequencies from 10 Hz to 1 MHz, the computed line signal changes by at most 0.98% of the original. Telling this particular replacement from the original therefore requires signals accurate to better than 1%; other pairs with the same \(K\) and \(E\) can differ by more or less.

## 8. Real devices and neglected effects

The chosen conductivities and heat capacities are ordinary in size for glass and soft polymers, but a particular polymer or thin metal film can differ appreciably. A wide pad with uniform power is also an idealization. Imperfect contact is a likely departure in a real device. For a contact conductance of 50 MW/(m² K) on each side, the series rule lowers the pad's apparent \(E\) by 0.13%, or \(e_1\) by about 0.4%. For 5 MW/(m² K), first-order scaling makes these about 1.3% and 4%. At 1 MW/(m² K) on each side they reach about 6% and 21%, so the method as described needs well-bonded contacts.

For the line, with 50 MW/(m² K) on each side, the width-averaged contact drop is below 4 mK on either side. Near the strip edges, where the metal concentrates the heat flow, the local drop is larger. A constant drop cancels from the slope. The drop varies slightly with frequency: applying the series rule at each wavenumber lowers the inferred \(k_1\) by about 0.1% at 50 MW/(m² K) and 0.9% at 5 MW/(m² K). Lateral conduction in the metal matters more to the absolute signal. Including the metal lowers the 10 Hz in-phase temperature by 2.3%, while the recovered \(K\) stays within 0.1% of its input. When the strip is much narrower than the thermal depths, the metal redistributes the heat across it in a nearly frequency-independent pattern. The media then receive an almost fixed, non-uniform power distribution, which gives the nearly constant shift described in Section 4.

Finite thickness was sized with 1 mm of polymer, insulated on top, and 0.5 mm of glass on an isothermal base. It changes the inferred \(K\) by 0.02%. With the same boundaries, the steady heating is 1.6 K for the line and 3.1 K for the long pad (2.3 K for a square pad of the same width). For a rough conductivity coefficient of 0.1%/K, the pad value corresponds to a 0.3% change in \(k\). At the line, a 0.16% change in \(k_2\) would shift \(k_1\) by about 0.9% if the unheated glass value were subtracted. The reference property should therefore refer to the mean operating temperature.
